# Thermal decay of a metal's density matrix and exchange mesh convergence

**Question.** A metal at zero temperature has a density matrix that falls off only as a power of distance, so exact exchange computed on a finite k-point mesh converges slowly. How fast does the density matrix fall off at temperature $T$, and how dense must the mesh be before exchange with a truncated Coulomb interaction converges exponentially?

**Answer.** The calculation is done for free electrons, where each step can be carried through, and the decay rate is then carried over to a general band.

### Conventions

In Rydberg units $\hbar=2m=1$ and $e^2=2$. The energy of a plane wave is $k^2$, the chemical potential is $\mu=k_F^2$, and the Fermi speed is $v_F=d\varepsilon/dk=2k_F$. The symbol $T$ stands for $kT$, an energy. The occupations are $f(k)=1/(e^{(k^2-\mu)/T}+1)$, and the states are prescribed: correlation and self-consistency are left out.

### The density matrix as a sum over poles

Summed over both spins, the density matrix at separation $r$ is

$$\rho(r)=2\int\frac{d^3k}{(2\pi)^3}f(k)\,e^{i\mathbf k\cdot\mathbf r}=\frac{1}{\pi^2r}\int_0^\infty k f(k)\sin(kr)\,dk .$$

The second form follows because the average of $e^{i\mathbf k\cdot\mathbf r}$ over angles is $\sin(kr)/(kr)$. The integrand is even in $k$, so

$$\rho(r)=\frac{1}{2\pi^2r}\,\mathrm{Im}\int_{-\infty}^{\infty}k f(k)\,e^{ikr}dk .$$

For $r>0$ the contour can be closed in the upper half plane, along arcs that pass between the poles of $f$. Where $\mathrm{Re}\,k^2$ is large and positive, $f$ is exponentially small. Elsewhere $f$ stays bounded, but there $\mathrm{Im}\,k$ is of the order of $|k|$ and $e^{ikr}$ is exponentially small. The arc therefore contributes nothing in the limit.

The poles lie where $e^{(k^2-\mu)/T}=-1$. In the upper half plane they are $k_n$ and $-k_n^*$, with

$$k_n=\sqrt{\mu+i(2n+1)\pi T},\qquad n=0,1,2,\dots$$

and the root with positive real and imaginary parts. Near $k_n$ the exponential equals $-[1+(k^2-k_n^2)/T]$ to first order, so

$$f\approx-\frac{T}{k^2-k_n^2}\approx-\frac{T}{2k_n(k-k_n)} .$$

The factor $k$ in the integrand cancels $k_n$, and the residue of $kf$ is $-T/2$. The same holds at $-k_n^*$. The exponentials at the two poles are complex conjugates, so the integral equals

$$2\pi i\left(-\frac T2\right)\sum_n 2\,\mathrm{Re}\,e^{ik_nr}=-2\pi iT\sum_n\mathrm{Re}\,e^{ik_nr},$$

and

$$\rho(r)=-\frac{T}{\pi r}\sum_{n=0}^{\infty}\mathrm{Re}\,e^{ik_nr}\qquad(r>0).$$

No approximation has been made. A direct quadrature over $k$ agrees with this sum at four distances between 5 and 250 bohr.

### The decay rate

At large $r$ the pole nearest the real axis dominates. With $x=\pi T/\mu$,

$$k_0=k_F\sqrt{1+ix}=k_F\left(1+\frac{ix}{2}+\frac{x^2}{8}-\frac{ix^3}{16}+\dots\right).$$

Since $k_Fx/2=\pi T/(2k_F)=\pi T/v_F$, the imaginary part is

$$\mathrm{Im}\,k_0=\kappa\left(1-\frac{x^2}{8}+\dots\right),\qquad \kappa=\frac{\pi T}{v_F}.$$

The decay law $e^{-\pi Tr/v_F}$, or $e^{-\pi k_BTr/\hbar v_F}$ in ordinary units, is thus the low-temperature form. It multiplies an oscillation and a factor $1/r$. For $k_F=0.5$ bohr$^{-1}$ and $T=0.01$ Ry, the rate measured from the computed density matrix is 0.03135 bohr$^{-1}$, against $\kappa=0.03142$ bohr$^{-1}$. At $T=0.02$ Ry the two are 0.0623 and 0.0628 bohr$^{-1}$; the larger deviation is the $x^2/8$ correction.

The way the power law turns into an exponential appears when all poles are kept with $k_n\approx k_F+i(2n+1)\kappa$. The geometric series gives $\sum_ne^{-(2n+1)\kappa r}=1/(2\sinh\kappa r)$, so

$$\rho(r)\approx-\frac{T\cos(k_Fr)}{2\pi r\,\sinh(\kappa r)} .$$

This needs $k_Fr\gg1$ and a small phase drift $k_Frx^2/8$; at larger distances $k_F$ in the cosine is replaced by $\mathrm{Re}\,k_0$. For $\kappa r\ll1$ we have $\sinh\kappa r\approx\kappa r$, and the result is $-k_F\cos(k_Fr)/(\pi^2r^2)$, the zero-temperature decay. The exponential takes over beyond

$$\frac1\kappa=\frac{v_F}{\pi T}.$$

A physical reading is that thermal smearing spreads the wave numbers at the Fermi surface over a width of order $T/v_F$. Waves spread over this width lose their common phase after a distance of order $v_F/T$.

### A general band

Choose $\mathbf r$ along a fixed direction and split $\mathbf k$ into $k_\parallel$ along it and $\mathbf k_\perp$ across it. The integral over $k_\parallel$ picks up the pole where $\varepsilon(k_\parallel,\mathbf k_\perp)=\mu+i\pi T$. The remaining integral over $\mathbf k_\perp$ of $e^{ik_\parallel(\mathbf k_\perp)r}$ is dominated at large $r$ by points where $k_\parallel$ is stationary. There the velocity $\nabla_{\mathbf k}\varepsilon$ is parallel to $\mathbf r$. At such a point $dk_\parallel/d\varepsilon=1/v$, so moving the energy from $\mu$ to $\mu+i\pi T$ gives

$$\mathrm{Im}\,k_\parallel\approx\frac{\pi T}{v(\hat{\mathbf r})} .$$

This assumes low temperature and a smooth Fermi surface whose real stationary points dominate. If several points qualify, the fastest one gives the slowest decay.

A square-lattice band $-2t(\cos k_x+\cos k_y)$ with unit spacing, $\mu=-t$ and $T=0.05\,t$ puts this to a test. Along the axis, $k_y=0$ and $\cos k_x=-1/2$, so $v=2t\sin k_x=1.732\,t$ and the predicted rate is 0.0907 per spacing; the measured one is 0.0904. Along the diagonal $v=2.739\,t$, the predicted rate is 0.05736 per spacing and the measured one is 0.05734. The density matrix reaches farthest where the electrons are fastest.

### Exchange lost beyond the cutoff

Exchange acts between equal spins, and each spin contributes $\rho/2$. The energy per volume is therefore

$$E=-2\cdot\frac{e^2}{2}\int\frac{(\rho/2)^2}{r}d^3r=-\frac12\int\frac{\rho^2}{r}d^3r=-2\pi\int_0^\infty r\rho^2dr .$$

If the interaction is cut at radius $R$, the energy rises by the missing part. Inserting the sinh form and replacing $\cos^2(k_Fr)$ by its mean $1/2$ gives

$$\delta E_{\rm tail}=2\pi\int_R^\infty r\rho^2dr\approx\frac{T^2}{4\pi}\int_R^\infty\frac{dr}{r\sinh^2\kappa r}.$$

The dropped oscillating part is smaller by a factor of order $(1/R+\kappa)/k_F$. There are two limits. For $\kappa R\ll1$ the integral is $1/(2\kappa^2R^2)$, and with $T/\kappa=2k_F/\pi$

$$\delta E_{\rm tail}\approx\frac{k_F^2}{2\pi^3R^2}.$$

For $\kappa R\gg1$, $\sinh^2\kappa r\approx e^{2\kappa r}/4$ and

$$\delta E_{\rm tail}\approx\frac{T^2}{\pi}\,\frac{e^{-2\kappa R}}{2\kappa R}.$$

For $k_F=0.5$ bohr$^{-1}$ and $R=100$ bohr, the computed tail is $9.6\times10^{-5}$ Ry per electron at zero temperature and $2.0\times10^{-6}$ Ry at $T=0.01$ Ry. Here $\kappa R$ is about 3, and the temperature has already reduced the tail by a factor of nearly 50.

### What the mesh adds

Take a simple cubic cell of side $a$ and an $N\times N\times N$ mesh, and let $L=Na$. With all plane waves included, the allowed wave vectors form a grid of spacing $2\pi/L$. Poisson summation turns the sum over this grid into periodic copies:

$$\rho_N(\mathbf r)=\frac{2}{L^3}\sum_{\mathbf k}f(k)e^{i\mathbf k\cdot\mathbf r}=\sum_{\mathbf m}\rho(|\mathbf r+\mathbf mL|)=\rho+\Delta,$$

where $\Delta$ collects the copies with $\mathbf m\neq0$. The truncated exchange energy on the mesh is $-\tfrac12\int_{r<R}(\rho+\Delta)^2/r\,d^3r$. At fixed $\mu$ its error relative to the infinite system is

$$\delta E=\delta E_{\rm tail}-\int_{r<R}\frac{\rho\Delta}{r}d^3r-\frac12\int_{r<R}\frac{\Delta^2}{r}d^3r .$$

Apart from slowly varying factors, the three terms have these exponents:

- The tail falls as $e^{-2\kappa R}$.
- The cross term falls as $e^{-\kappa L}$, because $r+|\mathbf r+\mathbf mL|\ge L$.
- The squared term falls as $e^{-2\kappa(L-R)}$, because the nearest copy is at least $L-R$ away (for $R<L$).

A small $R$ loses tail, and a large $R$ counts copies. The smallest exponent is greatest at $R=L/2$, where all three equal $\kappa L$. A sphere with the volume of the supercell has $R=0.62L$ and a final exponent of $0.76\,\kappa L$. This ranking is asymptotic; on meshes of practical size the prefactors matter too, as the numbers below show.

### The size of the cross term

Write each copy in $\Delta$ as a Fourier integral and do the $\mathbf r$ integral first. It produces the exchange self-energy of the cut interaction,

$$\Sigma_R(k)=-\int_{r<R}\frac{\rho(r)}{r}e^{i\mathbf k\cdot\mathbf r}d^3r=-\frac{4\pi}{k}\int_0^R\rho(r)\sin(kr)\,dr .$$

A copy at distance $D=|\mathbf m|L$ then contributes $2\int f\,\Sigma_R\,e^{i\mathbf k\cdot\mathbf D}d^3k/(2\pi)^3$. This is the integral for $\rho(D)$ with an extra factor $\Sigma_R$. Because the range $R$ is finite, $\Sigma_R$ has no singularities in $k$ and grows no faster than $e^{R\,\mathrm{Im}\,k}$. For $D>R$ the contour closes as before, and the first pole gives

$$-\frac{T}{\pi D}\,\mathrm{Re}\left[e^{ik_0D}\,\Sigma_R(k_0)\right].$$

At low temperature $\Sigma_R(k_0)$ is close to its value at $k_F$ for $T=0$ and $R\to\infty$. With $y=k_Fr$ and $\rho=k_F^3(\sin y-y\cos y)/(\pi^2y^3)$,

$$\Sigma(k_F)=-\frac{4k_F}{\pi}\int_0^\infty\left(\frac{\sin^2y}{y^3}-\frac{\sin y\cos y}{y^2}\right)dy=-\frac{2k_F}{\pi}.$$

The bracket is $-\tfrac12\,d(\sin^2y/y^2)/dy$, and the integral is $1/2$. For $k_F=0.5$ bohr$^{-1}$ this is $-0.318$ Ry, while the computed $\Sigma_R(k_0)$ at $R=160$ bohr is $-0.313+0.093i$ Ry.

The imaginary part has a definite source. In $\sin(k_0r)$ the term $i\cos(k_Fr)\sinh(\kappa r)$ cancels the decay of $\rho$ and leaves $-iT/(4\pi r)$ on average. Multiplied by $-4\pi/k_F$ and integrated from about $1/k_F$ to $R$, this is $i(T/k_F)\ln(k_FR)=0.088i$ Ry. The prefactor of the exponential therefore contains a slow logarithm, which does not change the rate.

### The envelope

Six nearest copies, all in phase and with $|\Sigma_R|\approx2k_F/\pi$, give $12k_FTe^{-\kappa L}/(\pi^2L)$. The tail at $R=L/2$ is $T^2e^{-\kappa L}/(\pi\kappa L)=2k_FTe^{-\kappa L}/(\pi^2L)$. The squared term is smaller than the tail by a factor of order $1/(\kappa L)$, because copies come within $L/2$ of the sphere at six points and not over its whole surface. Adding the first two and dividing by the density $k_F^3/(3\pi^2)$ gives the error per electron,

$$|\delta\varepsilon_x|\lesssim\frac{42\,T}{k_F^2L}\,e^{-\pi TL/v_F},$$

with $e^2=2$ already inserted. This is an estimated envelope, not a strict bound. It needs $\kappa L$ of about 5 or more: the twelve copies at $\sqrt2L$ add a relative $\sqrt2\,e^{-0.41\kappa L}$ to the cross term, which is 18% at $\kappa L=5$ and 50% at 2.5.

At fixed electron number $\mu$ must shift, since the mesh changes the density by $\delta n\approx6\rho(L)$. To first order the shift removes $(\partial E/\partial n)\,\delta n$ from the energy, with $\partial E/\partial n\approx-2k_F/\pi$. This cancels much of the cross term but leaves the tail and the part of $\Sigma_R(k_0)$ that differs from $\partial E/\partial n$. The exponent remains $\kappa L$.

### Numbers for a model metal

Take $k_F=0.5$ bohr$^{-1}$, $a=8$ bohr and $T=0.01$ Ry (0.136 eV, or about 1580 K). Then $v_F=1$ Ry bohr and $1/\kappa=31.8$ bohr, about four cells. Explicit double sums over k points with $R=L/2$ give the errors below in Ry per electron, meaning the error per volume divided by the density of the infinite system:

| $N$ | $\kappa L$ | fixed $\mu$ | fixed number | envelope |
|---|---|---|---|---|
| 15 | 3.8 | $-3.5\times10^{-4}$ | $+4.2\times10^{-6}$ | $3.2\times10^{-4}$ |
| 20 | 5.0 | $+6.4\times10^{-6}$ | $-7.1\times10^{-6}$ | $6.9\times10^{-5}$ |
| 30 | 7.5 | $+3.3\times10^{-6}$ | $+1.0\times10^{-6}$ | $3.7\times10^{-6}$ |
| 45 | 11.3 | $-2.2\times10^{-8}$ | $-6.9\times10^{-9}$ | $5.7\times10^{-8}$ |

At $N=15$ the error at fixed $\mu$ slightly exceeds the envelope, as may happen below $\kappa L=5$. The tabulated errors from $N=20$ on lie inside it, but at meshes between those listed the envelope can still be exceeded slightly: at $N=22$ and fixed $\mu$ by about 2%. They change sign and sometimes fall far below it, because the cross term oscillates with $L$. One small error, or one small change between two meshes, is therefore no proof of convergence. At $N=30$ the tail plus the first-pole cross term, with farther copies included, predicts $3.4\times10^{-6}$ Ry at fixed $\mu$, against the computed $3.3\times10^{-6}$ Ry.

A radius far from $L/2$ costs accuracy, as the exponents say. At $N=45$ and fixed $\mu$, the error is $+3.8\times10^{-6}$ Ry for $R=L/4$ and $-1.8\times10^{-6}$ Ry for $R=0.8L$. The error for $R=L/2$ happens to lie well below its envelope at this $N$, so the fair comparison is with the envelope itself, $5.7\times10^{-8}$ Ry; the two errors exceed it by factors of about 67 and 31. The signs are those of a lost tail and of copies counted in excess. A radius near $L/2$ costs little on these meshes. For $R=0.62L$ and $N=33$ to 45, the root-mean-square error is 0.69 of the envelope at fixed $\mu$, against 0.66 for $R=L/2$, and 0.32 against 0.20 at fixed number. The smaller exponent shows only as a slowly growing negative offset.

To find the mesh for a target error $\eta$, set the envelope equal to $\eta$ and write $z=\kappa L$:

$$z+\ln z=\ln\frac{42\,T\kappa}{k_F^2\,\eta}.$$

For $\eta=10^{-6}$ Ry the right side is $\ln(1.68\times0.0314/10^{-6})=10.87$, and the solution is $z=8.71$. Hence $L=8.71\times31.8\approx277$ bohr and $N=35$. Targets of $10^{-5}$ and $10^{-7}$ Ry need $N=27$ and 43.

### Scaling and its limits

The crossover from power law to exponential is set by $\kappa L=1$, that is $N=v_F/(\pi Ta)$, about 4 in the example. The envelope applies only from about five times this value, $N\approx20$. Beyond that, each further factor of ten in accuracy costs asymptotically

$$\Delta N=\frac{v_F\ln10}{\pi Ta}$$

divisions along each axis. This is 9.2 in the example; the factor $1/L$ lowers the actual step to about 8. At a given $\kappa L$, $N$ grows as $1/T$ and the number of mesh points as $1/T^3$.

At 300 K, $T=0.0019$ Ry and the decay length is 168 bohr, or 21 cells. The envelope then asks for $N=122$ to reach $10^{-6}$ Ry, and for 48 more divisions per decade asymptotically. For a modest target at fixed electron number the exponential may not be needed. The zero-temperature tail, $3/(2\pi k_FR^2)$ per electron, is already down to $10^{-3}$ Ry at $R\approx31$ bohr, and at 300 K the whole error for $N=8$ and $R=L/2=32$ bohr is about $1.2\times10^{-3}$ Ry. At fixed $\mu$ the periodic copies dominate instead, and the error on the same mesh is about $6\times10^{-3}$ Ry. On meshes this coarse both errors jump from one $N$ to the next: between $N=6$ and 12 the error at fixed number stays at or below about $1.2\times10^{-3}$ Ry in size, while at fixed $\mu$ it ranges from $2\times10^{-5}$ to $3\times10^{-2}$ Ry.

Raising $T$ to speed up convergence has a price, because the mesh converges to the exchange energy at that temperature. Here it is $-0.2365$ Ry per electron. At zero temperature, adding electrons at the Fermi level gives $E=\int\Sigma(k_F)\,dn=-\int_0^{k_F}(2k/\pi)(k^2/\pi^2)\,dk=-k_F^4/(2\pi^3)$, or $-3k_F/(2\pi)=-0.2387$ Ry per electron. The difference of $2\times10^{-3}$ Ry at the same $\mu$ is about six times the largest error in the table and some 300 times or more the tabulated errors from $N=20$ on, and a denser mesh does not remove it.

The rate also belongs to Fermi–Dirac occupations, whose nearest poles lie at distance $\pi T$ from the real energy axis. Another smearing function may have other singularities or, like Gaussian smearing, none at any finite $k$, and its decay must be derived anew. For a real band structure, the largest Fermi speed gives a cautious estimate of the exponent only under the conditions stated for a general band, and only if no other band edge lies near $\mu$. A light band whose edge is a few $T$ from $\mu$ has no Fermi surface but can decay more slowly. For bands $k^2/5$ and $0.10+10k^2$ Ry with $\mu=0.05$ Ry and $T=0.01$ Ry, the rate is 0.073 bohr$^{-1}$, against $\pi T/v_F=0.157$ bohr$^{-1}$. The factor 42 is specific to free electrons on a cubic mesh. The remaining mesh sizes and checks are in the numerical output.

## Computed results

```
kF = 0.5 1/bohr, mu = 0.25 Ry, vF = 1.0 Ry bohr, a = 8.0 bohr
kT = 0.01 Ry = 0.1361 eV = 1579 K
pi kT/vF = 0.031416 1/bohr; exact Im k0 = 0.031354 1/bohr
decay length vF/(pi kT) = 31.83 bohr
Free electrons: kT (Ry), measured rate, pi kT/vF (1/bohr)
  0.005  0.015700  0.015708
  0.010  0.031354  0.031416
  0.020  0.062349  0.062832
Square lattice: mu = -1.0 t, kT = 0.05 t, rates per spacing
  axis: speed 1.7321, measured 0.09044, law 0.09069
  diagonal: speed 2.7386, measured 0.05734, law 0.05736
density = 4.230061e-03 1/bohr^3
infinite-system exchange = -0.236538 Ry per electron
T=0 tail beyond 100 bohr: 9.646e-05 Ry per electron, law 9.549e-05
Tail at kT: R (bohr), quadrature, sinh formula (Ry per electron)
     20  1.436e-03  1.619e-03
     40  1.908e-04  2.025e-04
    100  2.046e-06  1.964e-06
    160  3.021e-08  2.952e-08
density error, N=15: mesh 4.65012e-06, images 4.65012e-06 1/bohr^3
self-energy at k0, R=160 bohr: -0.3126 +0.0925i Ry; -2kF/pi = -0.3183 Ry
Exchange error in Ry per electron, cut at R = L/2:
  N  kappa*L  fixed mu    predicted   fixed number  envelope
  10    2.51  +1.570e-04  +2.594e-04  +3.461e-04    1.701e-03
  15    3.77  -3.475e-04  -3.348e-04  +4.187e-06    3.228e-04
  20    5.03  +6.420e-06  +8.635e-06  -7.067e-06    6.889e-05
  25    6.28  +1.155e-05  +1.197e-05  +1.506e-07    1.569e-05
  30    7.54  +3.336e-06  +3.422e-06  +1.025e-06    3.720e-06
  35    8.80  -9.289e-08  -7.422e-08  +2.944e-07    9.076e-07
  40   10.05  -1.677e-07  -1.635e-07  +2.469e-08    2.260e-07
  45   11.31  -2.162e-08  -2.067e-08  -6.876e-09    5.718e-08
N=45, other cuts: R=L/4 +3.821e-06, R=0.8L -1.797e-06 Ry per electron
onset N = vF/(pi kT a) = 3.98; asymptotic divisions per decade = 9.16
kT = 0.01 Ry, target 1e-05 Ry: N = 27, kappa*L = 6.67
kT = 0.01 Ry, target 1e-06 Ry: N = 35, kappa*L = 8.71
kT = 0.01 Ry, target 1e-07 Ry: N = 43, kappa*L = 10.80
300 K: kT = 0.001900 Ry, decay length 167.5 bohr
300 K, target 1e-06 Ry: N = 122, kappa*L = 5.80
300 K: asymptotic divisions per decade = 48.2
```
